# Recovering the electron density at the hydrogen nucleus from a smooth pseudo-orbital: test program

```python
"""
Result under test: for hydrogen 1s, the smooth orbital phi_s plus one projector p
with <p|phi_s> = 1 gives back the all-electron density 1/pi (atomic units) at r = 0:
    psi(0) = psi_s(0) + <p|psi_s> [phi(0) - phi_s(0)].
phi   : exact 1s orbital           phi_s : smooth orbital, equal to phi beyond rc
p     : projector inside rc        T     : 1 + (|phi> - |phi_s>)<p|
The smooth state is also found without being given, by diagonalizing T^+ H T
against T^+ T in sine waves. Algebra is in atomic units, output in eV and angstrom.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import gamma as gamma_function

BOHR = const.physical_constants["Bohr radius"][0] * 1e10
HARTREE = const.physical_constants["Hartree energy in eV"][0]
ROOT4PI = np.sqrt(4 * np.pi)
BOX = 8.0 / BOHR
NODES_IN = np.polynomial.legendre.leggauss(160)
NODES_OUT = np.polynomial.legendre.leggauss(700)


def interval(nodes, a, b):
    x, w = nodes
    return 0.5 * (b - a) * x + 0.5 * (b + a), 0.5 * (b - a) * w


def phi(r):
    return np.exp(-r) / np.sqrt(np.pi)


def coefficients(rc):
    return (1 + (rc**2 + 5 * rc) / 8, -(rc**2 + 3 * rc) / 4, (rc**2 + rc) / 8)


def phi_smooth(r, rc):
    a, b, c = coefficients(rc)
    x = r / rc
    return np.where(r < rc, phi(rc) * (a + b * x**2 + c * x**4), phi(r))


def raw_overlap(rc):
    a, b, c = coefficients(rc)
    return 32 * np.pi * rc**3 * phi(rc) * (a / 105 + b / 315 + c / 693)


def projector(r, rc):
    return np.where(r < rc, (1 - (r / rc)**2)**2, 0.0) / raw_overlap(rc)


def ground_state(rc, count, augmented):
    """Lowest s state in sine waves; radial functions are u = sqrt(4 pi) r psi."""
    r_in, w_in = interval(NODES_IN, 0.0, rc)
    r_out, w_out = interval(NODES_OUT, rc, BOX)
    r, w = np.concatenate([r_in, r_out]), np.concatenate([w_in, w_out])
    k = np.pi * np.arange(1, count + 1) / BOX
    scale = np.sqrt(2 / BOX)
    u = scale * np.sin(np.outer(k, r))
    du = scale * k[:, None] * np.cos(np.outer(k, r))
    overlap = np.zeros(count)
    if augmented:
        overlap = u @ (w * ROOT4PI * r * projector(r, rc))
        a, b, c = coefficients(rc)
        slope_smooth = phi(rc) * (2 * b * r / rc**2 + 4 * c * r**3 / rc**4)
        difference = phi(r) - phi_smooth(r, rc)
        slope = np.where(r < rc, -phi(r) - slope_smooth, 0.0)
        u = u + np.outer(overlap, ROOT4PI * r * difference)
        du = du + np.outer(overlap, ROOT4PI * (difference + r * slope))
    hamiltonian = 0.5 * (du * w) @ du.T - (u * (w / r)) @ u.T
    metric = (u * w) @ u.T
    energy, vector = eigh(hamiltonian, metric, subset_by_index=[0, 0])
    v = vector[:, 0]
    smooth_value = scale * (k @ v) / ROOT4PI
    projection = overlap @ v
    full_value = smooth_value + projection * (phi(0.0) - phi_smooth(0.0, rc))
    return {"energy": energy[0], "smooth": smooth_value**2, "c": abs(projection),
            "full": full_value**2, "norm": v @ v, "cutoff": 0.5 * k[-1]**2}


rc = 0.6 / BOHR
target = 1 / np.pi
A, B, C = coefficients(rc)

# Smooth orbital: closed coefficients against the matching conditions.
matched = np.linalg.solve([[1, 1, 1], [0, 2, 4], [0, 2, 12]], [1, -rc, rc**2])
assert np.allclose(matched, [A, B, C], rtol=1e-12)
r_test = np.linspace(0, rc * 0.9999, 500)
assert np.all(np.diff(phi_smooth(r_test, rc)) < 0)

# Duality, sphere charges and smooth norm: closed forms against quadrature.
r, w = interval(NODES_IN, 0.0, rc)
volume = 4 * np.pi * r**2 * w
duality = np.sum(volume * projector(r, rc) * phi_smooth(r, rc))
assert abs(duality - 1) < 1e-11
p_phi = np.sum(volume * projector(r, rc) * phi(r))
assert abs(p_phi) > 0.1
charge = 1 - np.exp(-2 * rc) * (1 + 2 * rc + 2 * rc**2)
charge_smooth = 4 * rc**3 * np.exp(-2 * rc) * (
    A**2 / 3 + 2 * A * B / 5 + (B**2 + 2 * A * C) / 7 + 2 * B * C / 9 + C**2 / 11)
assert abs(np.sum(volume * phi(r)**2) - charge) < 1e-11
assert abs(np.sum(volume * phi_smooth(r, rc)**2) - charge_smooth) < 1e-11
smooth_norm = 1 - charge + charge_smooth

# Reconstruction with the projection taken from quadrature.
phi0, smooth0 = phi(0.0), float(phi_smooth(0.0, rc))
reconstructed = (smooth0 + duality * (phi0 - smooth0))**2
assert abs(reconstructed - target) < 1e-10

# The smooth state found by diagonalization, with and without augmentation.
counts = (30, 60, 120)
augmented = [ground_state(rc, n, True) for n in counts]
bare = [ground_state(rc, n, False) for n in counts]
best = augmented[-1]
# Tolerances allow for the finite number of sine waves.
assert abs(best["full"] / target - 1) < 1e-3
assert abs(best["smooth"] / smooth0**2 - 1) < 2e-3
assert abs(best["c"] - 1) < 1e-3
assert abs(best["norm"] - smooth_norm) < 1e-3
assert abs(best["energy"] + 0.5) < 1e-4
error_aug = [abs(s["full"] / target - 1) for s in augmented]
error_bare = [abs(s["full"] / target - 1) for s in bare]
assert error_bare[2] > 10 * error_aug[2]
bare_ratio = error_bare[1] / error_bare[2]
assert 1.7 < bare_ratio < 2.3
rc_wide = 0.8 / BOHR
wide = ground_state(rc_wide, 120, True)
assert abs(wide["full"] / target - 1) < 1e-3

# A normalisation of the smooth orbital to one spoils the result.
wrong_state = phi_smooth(r, rc) / np.sqrt(best["norm"])
wrong_c = np.sum(volume * projector(r, rc) * wrong_state)
wrong_density = (smooth0 / np.sqrt(best["norm"]) + wrong_c * (phi0 - smooth0))**2
assert abs(wrong_density * np.pi * smooth_norm - 1) < 2e-3

# The 2s state: exact amplitude route, inexact one-centre density route.
def phi_2s(radius):
    return (1 - radius / 2) * np.exp(-radius / 2) / np.sqrt(8 * np.pi)


c_2s = np.sum(volume * projector(r, rc) * phi_2s(r)) / p_phi
smooth_2s = phi_2s(r) - c_2s * (phi(r) - phi_smooth(r, rc))
c_check = np.sum(volume * projector(r, rc) * smooth_2s)
assert abs(c_check - c_2s) < 1e-11
smooth_2s_0 = phi_2s(0.0) - c_2s * (phi0 - smooth0)
full_2s = (smooth_2s_0 + c_check * (phi0 - smooth0))**2
assert abs(full_2s - 1 / (8 * np.pi)) < 1e-11
centre_2s = smooth_2s_0**2 + c_check**2 * (phi0**2 - smooth0**2)
cross_2s = 2 * c_check * (phi0 - smooth0) * (smooth_2s_0 - c_check * smooth0)
assert abs(full_2s - centre_2s - cross_2s) < 1e-11
centre_error = centre_2s / full_2s - 1
assert 0.001 < abs(centre_error) < 0.2
step = 1e-5
near = phi_2s(step) - c_2s * (phi(step) - float(phi_smooth(step, rc)))
cusp_left = (near - smooth_2s_0) / step
cusp_fraction = abs(cusp_left / phi_2s(0.0))
assert 1e-3 < cusp_fraction < 0.5

# Finite proton mass: the scaled orbital solves the reduced-mass equation.
q, m = sp.symbols("q m", positive=True)
scaled = sp.sqrt(m**3 / sp.pi) * sp.exp(-m * q)
residual = (-(sp.diff(scaled, q, 2) + 2 * sp.diff(scaled, q) / q) / (2 * m)
            - scaled / q + m * scaled / 2)
assert sp.simplify(residual) == 0
assert sp.simplify(sp.integrate(4 * sp.pi * q**2 * scaled**2, (q, 0, sp.oo)) - 1) == 0
reduced_mass = const.m_p / (const.m_p + const.m_e)
mass_change = reduced_mass**3 - 1

# Relativity: Dirac 1s density for a point nucleus, taken at the proton radius.
alpha = const.fine_structure
g = np.sqrt(1 - alpha**2)
eta = (g - 1) / alpha
for s in (0.1, 1.0, 3.0):
    big, dbig = s**g * np.exp(-s), (g / s - 1) * s**g * np.exp(-s)
    first = dbig - big / s - ((g + 1) / alpha**2 + 1 / s) * alpha * eta * big
    second = eta * dbig + eta * big / s + ((g - 1) / alpha**2 + 1 / s) * alpha * big
    assert abs(first) < 1e-8 and abs(second) < 1e-8


def dirac_density(radius):
    return (2**(2 * g + 1) / (4 * np.pi * gamma_function(2 * g + 1))
            * radius**(2 * g - 2) * np.exp(-2 * radius))


assert abs(quad(lambda s: 4 * np.pi * s**2 * dirac_density(s), 0, 40)[0] - 1) < 1e-7
proton_radius = const.physical_constants["proton rms charge radius"][0] * 1e10
r_proton = proton_radius / BOHR
dirac_change = dirac_density(r_proton) / phi(r_proton)**2 - 1
assert dirac_change > 0

per_volume = BOHR**-3
per_amplitude = BOHR**-1.5
print(f"Matching radius rc: {rc * BOHR:.3f} angstrom")
print(f"rc in bohr, k (dimensionless): {rc:.5f}")
print(f"Coefficients A, B, C (dimensionless): {A:.5f}, {B:.5f}, {C:.5f}")
print(f"Orbital at rc: {phi(rc) * per_amplitude:.5f} angstrom^-3/2")
print(f"Smooth orbital at nucleus: {smooth0 * per_amplitude:.5f} angstrom^-3/2")
print(f"Exact orbital at nucleus: {phi0 * per_amplitude:.5f} angstrom^-3/2")
print(f"Added amplitude: {(phi0 - smooth0) * per_amplitude:.5f} angstrom^-3/2")
print(f"Overlap <g|phi_s>: {raw_overlap(rc) / per_amplitude:.5f} angstrom^3/2")
print(f"Duality <p|phi_s> by quadrature: {duality:.10f}")
print(f"Overlap <p|phi>: {p_phi:.5f}")
print(f"Smooth density at nucleus: {smooth0**2 * per_volume:.5f} angstrom^-3")
print(f"Smooth / exact density: {100 * smooth0**2 / target:.2f} %")
print(f"Reconstructed density: {reconstructed:.8f} bohr^-3")
print(f"1/pi: {target:.8f} bohr^-3")
print(f"Reconstructed density: {reconstructed * per_volume:.5f} angstrom^-3")
print(f"Exact charge inside rc: {charge:.5f} electron")
print(f"Smooth charge inside rc: {charge_smooth:.5f} electron")
print(f"Smooth norm N_s: {smooth_norm:.5f}")
print(f"Density if smooth norm set to 1: {wrong_density * per_volume:.4f} angstrom^-3")
print(f"Error from that normalisation: {100 * (wrong_density / target - 1):.2f} %")
print(f"Box radius for diagonalization: {BOX * BOHR:.2f} angstrom")
for n, s, b, ea, eb in zip(counts, augmented, bare, error_aug, error_bare):
    print(f"{n} sine waves, cutoff: {s['cutoff'] * HARTREE:.1f} eV")
    print(f"  augmented density: {s['full'] * per_volume:.5f} angstrom^-3,"
          f" error size {100 * ea:.4f} %")
    print(f"  bare density: {b['full'] * per_volume:.5f} angstrom^-3,"
          f" error size {100 * eb:.2f} %")
print(f"Bare error ratio, 60 to 120 waves: {bare_ratio:.3f}")
print(f"Augmented energy, 120 waves: {best['energy'] * HARTREE:.5f} eV")
print(f"Bare energy, 120 waves: {bare[-1]['energy'] * HARTREE:.5f} eV")
print(f"Exact model energy: {-0.5 * HARTREE:.5f} eV")
print(f"Projection c found, 120 waves: {best['c']:.6f}")
print(f"Smooth norm found, 120 waves: {best['norm']:.5f}")
print(f"Smooth density found: {best['smooth'] * per_volume:.5f} angstrom^-3")
print(f"Second matching radius: {rc_wide * BOHR:.3f} angstrom")
print(f"Density found there: {wide['full'] * per_volume:.5f} angstrom^-3")
print(f"2s projection c: {c_2s:.5f}")
print(f"2s density, amplitude route: {full_2s * per_volume:.5f} angstrom^-3")
print(f"2s density, one-centre route: {centre_2s * per_volume:.5f} angstrom^-3")
print(f"2s one-centre error: {100 * centre_error:.2f} %")
print(f"2s cusp left in smooth state: {100 * cusp_fraction:.2f} % of full cusp")
print(f"Finite proton mass, density change: {100 * mass_change:.4f} %")
print(f"Proton charge radius: {proton_radius:.3e} angstrom")
print(f"Dirac density change at that radius: {100 * dirac_change:.4f} %")
print(f"Finite-size scale, 2 r_p / bohr: {100 * 2 * r_proton:.4f} %")
print("ALL CHECKS PASSED")
```

Printed output:

```
Matching radius rc: 0.600 angstrom
rc in bohr, k (dimensionless): 1.13384
Coefficients A, B, C (dimensionless): 1.86935, -1.17177, 0.30243
Orbital at rc: 0.47163 angstrom^-3/2
Smooth orbital at nucleus: 0.88165 angstrom^-3/2
Exact orbital at nucleus: 1.46563 angstrom^-3/2
Added amplitude: 0.58398 angstrom^-3/2
Overlap <g|phi_s>: 0.14870 angstrom^3/2
Duality <p|phi_s> by quadrature: 1.0000000000
Overlap <p|phi>: 1.12106
Smooth density at nucleus: 0.77730 angstrom^-3
Smooth / exact density: 36.19 %
Reconstructed density: 0.31830989 bohr^-3
1/pi: 0.31830989 bohr^-3
Reconstructed density: 2.14806 angstrom^-3
Exact charge inside rc: 0.39537 electron
Smooth charge inside rc: 0.34770 electron
Smooth norm N_s: 0.95233
Density if smooth norm set to 1: 2.2556 angstrom^-3
Error from that normalisation: 5.01 %
Box radius for diagonalization: 8.00 angstrom
30 sine waves, cutoff: 528.8 eV
  augmented density: 2.15926 angstrom^-3, error size 0.5214 %
  bare density: 1.31734 angstrom^-3, error size 38.67 %
60 sine waves, cutoff: 2115.2 eV
  augmented density: 2.14741 angstrom^-3, error size 0.0301 %
  bare density: 1.71638 angstrom^-3, error size 20.10 %
120 sine waves, cutoff: 8460.7 eV
  augmented density: 2.14771 angstrom^-3, error size 0.0165 %
  bare density: 1.93031 angstrom^-3, error size 10.14 %
Bare error ratio, 60 to 120 waves: 1.983
Augmented energy, 120 waves: -13.60569 eV
Bare energy, 120 waves: -13.60288 eV
Exact model energy: -13.60569 eV
Projection c found, 120 waves: 1.000000
Smooth norm found, 120 waves: 0.95233
Smooth density found: 0.77709 angstrom^-3
Second matching radius: 0.800 angstrom
Density found there: 2.14824 angstrom^-3
2s projection c: 0.33236
2s density, amplitude route: 0.26851 angstrom^-3
2s density, one-centre route: 0.25645 angstrom^-3
2s one-centre error: -4.49 %
2s cusp left in smooth state: 5.99 % of full cusp
Finite proton mass, density change: -0.1632 %
Proton charge radius: 8.408e-06 angstrom
Dirac density change at that radius: 0.0601 %
Finite-size scale, 2 r_p / bohr: 0.0032 %
ALL CHECKS PASSED
```
